# Four-probe correction factor for a slab as thick as the probe spacing

## Problem

Four point contacts stand in a straight line, with equal spacing $s$, on a slab of thickness $w$ and uniform, isotropic, ohmic resistivity $\rho$. The slab lies on an insulator and extends without limit sideways. A current $I$ enters at tip 1 and leaves at tip 4. The voltage $V$ is that of tip 2 minus that of tip 3, read without drawing current.

(a) Find $V/I$ as a series of image terms.

(b) The thin-film formula is $\rho_{\rm thin}=(\pi w/\ln2)(V/I)$. Show that for $w=s$ it must be multiplied by a factor $F$ near 0.921 to give the true resistivity.

(c) Turn the image series into one that converges so fast that two terms suffice at $w=s$.

(d) A phosphorus-doped silicon wafer with $w=s=500$ µm gives $V=4.6$ mV at $I=1$ mA. Find its resistivity, and judge which neglected effects matter.

## Hints

1. No current crosses either face away from the tips. Which set of point sources is unchanged by reflection in both faces?
2. Add the potentials of the source $+I$ and the sink $-I$ before summing over images. Each sum alone diverges.
3. For $w=s$, write each term of the series as an integral from 1 to 2. Simple bounds on the integrand then enclose the tail.
4. A sum over equally spaced images is a sum of a smooth function over the integers, so Poisson summation applies.

## Solution

### (a) The image series

Let $z$ point into the slab, with the faces at $z=0$ and $z=w$. In steady flow $\nabla\cdot\mathbf J=0$ and $\mathbf J=-\nabla\phi/\rho$, so $\phi$ obeys Laplace's equation. On both faces $\partial\phi/\partial z=0$ away from the tips.

Near a tip the current spreads over a hemisphere of area $2\pi r^2$. The field is then $\rho I/(2\pi r^2)$, and the potential is $\rho I/(2\pi r)$.

Place equal copies of each source at $z=2nw$, for all integers $n$. Reflection in $z=0$ takes $2nw$ to $-2nw$. Reflection in $z=w$ takes it to $2w-2nw=2(1-n)w$. Both operations return the same set, so the potential is even about both faces and its normal derivative vanishes there. Only the copy $n=0$ touches the slab, so the injected current is still $I$.

With $r_1$ and $r_4$ the horizontal distances from tips 1 and 4,
$$\phi=\frac{\rho I}{2\pi}\sum_{n=-\infty}^{\infty}\left[\frac1{\sqrt{r_1^2+(z-2nw)^2}}-\frac1{\sqrt{r_4^2+(z-2nw)^2}}\right].$$
On the surface the bracket falls as $|n|^{-3}$, so the sum converges.

At tip 2, $r_1=s$ and $r_4=2s$. At tip 3 these distances are exchanged, so $\phi_3=-\phi_2$ and $V=2\phi_2$:
$$V=\frac{\rho I}{\pi}\sum_{n=-\infty}^{\infty}h(n),\qquad h(x)=\frac1{\sqrt{s^2+4w^2x^2}}-\frac1{\sqrt{4s^2+4w^2x^2}}.$$
The term $n=0$ is $1/s-1/(2s)=1/(2s)$, and the terms $\pm n$ are equal. Taking out $1/(2s)$ and writing $t=w/s$,
$$\frac VI=\frac{\rho}{2\pi s}G,\qquad G=1+4\sum_{n=1}^{\infty}\left[\frac1{\sqrt{1+4n^2t^2}}-\frac1{\sqrt{4+4n^2t^2}}\right].$$
The leading 1 is the half-space result. Every image term is positive: the insulating back face confines the current and raises the voltage.

### (b) The factor at $w=s$

In a very thin film the current crosses a cylinder of area $2\pi rw$. Its field is $\rho I/(2\pi wr)$, and its potential is $-(\rho I/2\pi w)\ln r$ plus a constant. Source and sink together give $\phi_2=(\rho I/2\pi w)(\ln 2s-\ln s)$ and $\phi_3=-\phi_2$. Hence $V=\rho I\ln2/(\pi w)$, which is the thin-film formula.

For any thickness, (a) gives $\rho=2\pi s(V/I)/G$. Therefore
$$F=\frac{\rho}{\rho_{\rm thin}}=\frac{2\pi s}{G}\,\frac{\ln2}{\pi w}=\frac{2\ln2}{tG}.$$

Set $t=1$. The antiderivative of $x(x^2+4n^2)^{-3/2}$ is $-(x^2+4n^2)^{-1/2}$, so the $n$th bracket is
$$f_n=\int_1^2\frac{x\,dx}{(x^2+4n^2)^{3/2}}.$$
The denominator lies between $(4n^2)^{3/2}=8n^3$ and $(4+4n^2)^{3/2}=8(n^2+1)^{3/2}$, while $\int_1^2x\,dx=3/2$. Thus
$$\frac{3}{16(n^2+1)^{3/2}}<f_n<\frac3{16n^3}.$$

Now sum over $n>N$. The lower bound decreases with $n$, so its sum exceeds its integral from $N+1$ to infinity. The antiderivative of $(x^2+1)^{-3/2}$ is $x/\sqrt{x^2+1}$. For the upper bound, $x^{-3}$ is convex, so $n^{-3}$ is less than the integral of $x^{-3}$ from $n-\frac12$ to $n+\frac12$. These integrals join to $1/[2(N+\frac12)^2]$. Hence
$$\frac3{16}\left[1-\frac{N+1}{\sqrt{(N+1)^2+1}}\right]<\sum_{n>N}f_n<\frac{3}{32(N+\frac12)^2}.$$

The first three terms are 0.093660, 0.018929 and 0.006285. Ten terms add to 0.125270, and the tail then lies between 0.000770 and 0.000850. The full sum is between 0.126040 and 0.126120, so $G$ is between 1.50416 and 1.50448. With $2\ln2=1.386294$,
$$0.92144<F<0.92164 .$$
This proves the claim. The uncorrected formula gives a resistivity 8.5 % above the true one, since $1/F=1.085$.

### (c) Summing the images

The periodic function $H(x)=\sum_nh(x+n)$ has the Fourier coefficients $\int_0^1H(x)e^{-2\pi imx}dx=\int_{-\infty}^{\infty}h(x)e^{-2\pi imx}dx$, because the unit intervals join to cover the line. Since $h$ is even, the Fourier series at $x=0$ reads
$$\sum_nh(n)=\sum_{m=-\infty}^{\infty}\int_{-\infty}^{\infty}h(x)\cos(2\pi mx)\,dx .$$
Put $y=2wx$, so that $dx=dy/(2w)$ and the cosine becomes $\cos(\pi my/w)$.

For $m=0$, the antiderivative of $(r^2+y^2)^{-1/2}$ is $\ln(y+\sqrt{r^2+y^2})$. Between 0 and a large $L$, the difference of the cases $r=s$ and $r=2s$ tends to $-\ln s+\ln2s=\ln2$, because the contributions at $L$ cancel. Both halves of the line give $2\ln2$, and the factor $1/(2w)$ leaves $(\ln2)/w$.

For $m\ne0$ we need, with $k=\pi|m|/w$,
$$C=\int_{-\infty}^{\infty}\frac{\cos ky}{\sqrt{r^2+y^2}}\,dy .$$
Use $A^{-1/2}=(2/\sqrt\pi)\int_0^\infty e^{-Aq^2}dq$ with $A=r^2+y^2$, and the Gaussian integral $\int_{-\infty}^{\infty}\cos(ky)e^{-q^2y^2}dy=(\sqrt\pi/q)e^{-k^2/4q^2}$. (A factor $e^{-\epsilon y^2}$, with $\epsilon\to0$ at the end, justifies the exchange of integrals.) Then
$$C=2\int_0^\infty\frac{dq}{q}\exp\left(-r^2q^2-\frac{k^2}{4q^2}\right).$$
Substitute $q^2=(k/2r)e^u$. This gives $dq/q=du/2$, and the exponent becomes $-(kr/2)(e^u+e^{-u})=-kr\cosh u$. So
$$C=\int_{-\infty}^{\infty}e^{-kr\cosh u}du=2K_0(kr),\qquad K_0(y)=\int_0^\infty e^{-y\cosh u}du .$$

With the factor $1/(2w)$, and with $m$ and $-m$ taken together,
$$\sum_nh(n)=\frac1w\left\{\ln2+2\sum_{m=1}^{\infty}\left[K_0\!\left(\frac{m\pi s}{w}\right)-K_0\!\left(\frac{2m\pi s}{w}\right)\right]\right\}.$$
The second set of Bessel terms is the set of even members of the first. They cancel, and odd $m$ remain. Since $V=(\rho I/\pi)\sum_nh(n)$,
$$\frac VI=\frac{\rho}{\pi w}\left[\ln2+2\sum_{m\ {\rm odd}}K_0\!\left(\frac{m\pi s}{w}\right)\right],\qquad F=\frac{\ln2}{\ln2+2\sum_{m\ {\rm odd}}K_0(m\pi s/w)},$$
where $m$ runs over the positive odd integers.

At $w=s$, $K_0(\pi)=0.029509$ and $K_0(3\pi)=0.0000325$, so
$$F=\frac{0.693147}{0.693147+2(0.029509+0.0000325)}=0.9215 .$$
Because $\cosh u\ge1$, each further Bessel term is less than $e^{-2\pi}\approx0.002$ times the one before, so two terms suffice.

The logarithm describes current spread evenly through the thickness. The Bessel terms are the extra voltage due to its uneven spread near the tips.

As a test that uses no images, current conservation was solved on grids of spacing $s/30$ and $s/60$, in a cylinder of radius $5s$ around one source. Extrapolation to zero spacing gave $F=0.92146$.

### (d) The silicon wafer

Take the stated readings as exact, so that $V/I=4.600\ \Omega$ and $w=0.05$ cm. The thin-film formula gives
$$\rho_{\rm thin}=\frac{\pi(0.05\ {\rm cm})}{0.693147}(4.600\ \Omega)=1.042\ \Omega\,{\rm cm},$$
and the corrected value is
$$\rho=0.9215\times1.0424\ \Omega\,{\rm cm}=0.961\ \Omega\,{\rm cm}=0.00961\ \Omega\,{\rm m}.$$
The half-space formula $2\pi sV/I$ would give 1.445 Ω cm, too high by the factor $G=1.504$. At this thickness neither limiting formula is good, though the thin-film one is much closer.

With a rough electron mobility $\mu=1300$ cm²/Vs, the electron density $1/(e\rho\mu)$ is $5.0\times10^{15}$ cm⁻³. The uncorrected resistivity would give $4.6\times10^{15}$ cm⁻³.

These are round values in the regime of ordinary lightly doped wafers on an insulating stage. Cubic silicon has a scalar low-field conductivity, so a single $\rho$ is appropriate. Real probes break the assumption of equal spacing. If one inner tip sits 10 µm closer to its neighbouring current tip, $V$ rises by 2.3 % at fixed $\rho$ and $I$, and the inferred resistivity is too high by the same fraction. An outer tip displaced outward by 10 µm lowers $V$ by 0.9 %. A thickness entered 1 % too high raises the inferred resistivity by 0.7 %, less than 1 % because $F$ falls as $w$ grows. Near 300 K, a mobility varying roughly as $T^{-2.4}$ changes $\rho$ by 0.8 % per kelvin; impurity scattering at this doping weakens the dependence a little, to between 0.7 and 0.8 % per kelvin.

The effects listed next change the measured resistivity by less in this example:

- Flat contact discs of 25 µm radius change $V$ by a little under 0.1 %: the half-space disc estimate gives 0.10 %, and the same discs on the slab give about 0.07 %.
- A wafer rim at 50 mm, with the probes at the centre, raises $V$ by 0.02 %.
- Surface band bending of 0.5 V depletes 0.36 µm at each face, together 0.14 % of the thickness.
- Neutral donors in the twofold ground level amount to 0.2 % of the ionized ones. Excited donor levels, left out of this estimate, raise the total to the order of 1 %. This affects the dopant count, not the measured $\rho$.
- The heat of the spreading resistance, if all released at the tip, would warm it by about 6 mK. Contact resistance, left out here, would add to this. Peltier heating or cooling at the metal contacts, also left out, can change the tip temperature by more, roughly 20 mK.
- The mean drift speed under a tip is 0.6 % of a rough saturation speed of $10^7$ cm/s. This figure and the heating figures assume contact over the full 25 µm radius. A pointed tip may touch over only a few µm, and drift speed and Joule warming grow as the inverse square of the contact radius. At 5 µm they reach 16 % and 0.16 K, and at 2 µm the drift speed nears saturation while the spreading voltage exceeds 1 V. The current should then be lowered.

Injection of holes is less certain. If they carry 1 % of the tip current, a half-space estimate without recombination gives a hole density at distance $s$ of 0.3 % of the electron density. The estimate scales with the assumed share. The measured voltage can change by more than this density suggests, because the holes also replace part of the electron current. If the voltage tips respond to the electrons alone, this replacement lowers $V$ by nearly half the share when the hole diffusion length is several times $s$, by about a quarter of it when the length equals $s$, and negligibly when the length is well below $s$. With the added carriers counted too, a 1 % share in long-lifetime material can matter at the level of half a per cent or more. The hole density also depends on the hole diffusion length: recombination lowers the density when this length is shorter than $s$, while reflection at the two faces raises it above the half-space value when the length is several times $s$ and surface recombination is weak.

The numerical output lists the main inputs and results.

## Variation 1: a metal back face

Let a perfect conductor touch the whole back face without contact resistance. Find $F$ at $w=s$.

The back face is now an equipotential, at zero by the antisymmetry of source and sink. The potential must be odd about $z=w$ and still even about $z=0$. The images stay at $2nw$ but carry the sign $(-1)^n$, so
$$G_{\rm metal}=1+4\sum_{n=1}^{\infty}(-1)^nf_n .$$
The integral form shows that $f_n$ decreases with $n$, so successive partial sums enclose the limit. After nine terms the alternating sum is $-0.07928$, and after ten it is $-0.07909$. Hence $G_{\rm metal}$ lies between 0.6829 and 0.6836, and $F=2\ln2/G_{\rm metal}$ is close to 2.03. The grid solution with a metal back face gives 2.029.

For the same $\rho$ and $I$ as in (d), the voltage would fall from 4.6 mV to about $4.6\times0.683/1.504=2.1$ mV, because the metal carries part of the current. The factor 0.921 therefore belongs to an insulating back face.

## Variation 2: other thicknesses

How does $F$ approach its thin and thick limits, for an insulating back face?

**Thin slab.** For $w\ll s$ the term $m=1$ dominates, and expanding the fraction in (c) gives
$$1-F\approx\frac{2}{\ln2}K_0\!\left(\frac{\pi s}{w}\right).$$
For large $y$, small $u$ dominates the integral for $K_0$. With $\cosh u\approx1+u^2/2$ it becomes a Gaussian, and $K_0(y)\approx\sqrt{\pi/2y}\,e^{-y}$. The correction therefore vanishes exponentially. At $w=s/2$ this asymptotic form gives $1-F\approx0.0027$, while the full sum gives $F=0.9974$. At half the probe spacing the thin-film formula is thus already good to 0.3 %.

**Thick slab.** For general $t$ the $n$th bracket is $\int_1^2x(x^2+4n^2t^2)^{-3/2}dx$. When $t\gg1$, $x^2$ can be dropped beside $4n^2t^2$, which leaves $3/(16n^3t^3)$. Then
$$G\approx1+\frac{3}{4t^3}\sum_{n=1}^{\infty}\frac1{n^3}\approx1+\frac{0.90}{t^3},\qquad F\approx\frac{2\ln2}{t}\left(1-\frac{0.90}{t^3}\right).$$
At $t=4$ this gives 0.342, in agreement with the full sum. As $G\to1$, the resistivity tends to $2\pi sV/I$ and the thickness drops out. The small $F$ of a thick slab then cancels the factor $w$ in a thin-film formula used outside its range.

## Values computed for the example and the checks

```
Image series at w = s: n, term, partial sum
 1  0.093660  0.093660
 2  0.018929  0.112589
 3  0.006285  0.118874
 4  0.002767  0.121641
 5  0.001446  0.123087
 6  0.000846  0.123933
 7  0.000536  0.124469
 8  0.000361  0.124830
 9  0.000254  0.125084
10  0.000186  0.125270
tail bounds after 10 terms: 0.000770 to 0.000850
F bounds from 10 terms: 0.92144 to 0.92164
K0(pi) = 0.029509, K0(3 pi) = 3.253e-05
ln 2 = 0.693147, G = 1.50446
F, Bessel sum = 0.921457
F, 200000 images = 0.921457
F, finite volume = 0.92146
F, metal back face = 2.0288 (grid 2.0288)
F at w/s = 0.25: 1.00000
F at w/s = 0.50: 0.99736
F at w/s = 2.00: 0.63366
F at w/s = 4.00: 0.34199
w = s = 500 um, I = 1.0 mA, V = 4.6 mV
V/I = 4.600 ohm
thin-film resistivity = 1.0424 ohm cm
half-space resistivity = 1.4451 ohm cm
corrected resistivity = 0.9606 ohm cm = 0.009606 ohm m
thin-film formula too high by 8.52 %
mobility input = 1300 cm2/Vs
electron density, corrected = 4.998e+15 cm^-3
electron density, thin-film = 4.606e+15 cm^-3
tip radius 25 um: V changes by 0.097 %
inner tip 10 um outward: V +2.33 %
outer tip 10 um outward: V -0.94 %
w input 1 % high: resistivity +0.71 %
rim at 50 mm: V +0.0199 %
drift near 300 K: 0.80 %/K (mobility T^-2.4)
tip heating, k = 1.5 W/(cm K): 6.40 mK
depletion at 0.5 V bending: 0.360 um per face
two depleted faces / thickness: 0.144 %
donor depth 45 meV, Nc = 2.8e+19 cm^-3
neutral/ionized donors: 0.204 %; n/Nc = 1.79e-04
mean field under tip: 48.9 V/cm
drift speed / 1e+07 cm/s: 0.64 %
hole current share 1 %, Dp = 12 cm2/s
injected holes/electrons at distance s: 0.33 %
```
